**Ehrlich-Schwoebel length and its crossover with the terrace width**

The program tests the length $\ell=a[(\nu/\nu')\,e^{E_{ES}/k_BT}-1]$, where $a$ is the lattice spacing, $E_{ES}$ the extra barrier at a descending step, and $\nu$ and $\nu'$ the prefactors for terrace hops and for descent. It solves the steady-state hopping rate equations and extrapolates the density to zero to obtain $\ell$ independently of the formula. Assertions cover the length, the descending share $L/[2(L+\ell)]$ for a terrace of width $L$, the zero-barrier limit, the cancellation of the terrace diffusion barrier and the fall of $\ell$ with temperature over the scanned range. A further assertion compares descent probabilities from single landing sites on a small two-dimensional terrace with the one-dimensional result. For $E_{ES}=0.10$ eV, equal prefactors and 100 lattice spacings, the output gives a crossover at 251.4 K, where the descending share is 0.250 instead of 0.500. Changing the prefactor ratio $\nu/\nu'$ to 0.1 or 10 moves the crossover to 168 K or 502 K. The density on a terrace with two descending edges is not part of the program.

## Numerical check

```python
# Result under test: for an adatom that hops on a terrace at rate h and down
# over a step at rate h_down, the Ehrlich-Schwoebel length is
#     l = a (h/h_down - 1) = a (A exp(E_ES/kT) - 1),
# a = lattice spacing, E_ES = extra barrier, A = terrace/step prefactor ratio.
# It exceeds a terrace of M spacings below T* = E_ES / (k ln((1+M)/A)).
# Of the atoms landing between two steps, a share M/(2(M + l/a)) descends.
# The numerical side solves the steady-state hopping rate equations.
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq

KB = k_joule / charge          # eV/K
PREFACTOR = 1.0e13             # 1/s, terrace hops; cancels in all results
E_ES = 0.10                    # eV
M = 100                        # terrace length in lattice spacings


def rates(temp, barrier, ratio=1.0, e_diff=0.5):
    """Terrace hop rate and step-descent rate in 1/s."""
    hop = PREFACTOR * np.exp(-e_diff / (KB * temp))
    down = PREFACTOR / ratio * np.exp(-(e_diff + barrier) / (KB * temp))
    return hop, down


def generator(n_sites, hop, down):
    """Rate matrix for sites between two capturing steps."""
    mat = np.zeros((n_sites, n_sites))
    for i in range(n_sites):
        last = i == n_sites - 1
        mat[i, i] = -(hop + (down if last else hop))
        if i > 0:
            mat[i - 1, i] = hop
        if not last:
            mat[i + 1, i] = hop
    return mat


def length_numeric(temp, barrier, m=M, ratio=1.0, e_diff=0.5):
    """Extrapolate the source-free density to zero beyond the capture site."""
    hop, down = rates(temp, barrier, ratio, e_diff)
    n_sites = m - 1
    source = np.zeros(n_sites)
    source[0] = hop            # density held at 1 on site 0
    dens = np.linalg.solve(generator(n_sites, hop, down), -source)
    x = np.arange(1, n_sites + 1)
    slope, offset = np.polyfit(x, dens, 1)
    assert np.max(np.abs(slope * x + offset - dens)) < 1e-9
    return -offset / slope - m


def share_numeric(temp, barrier, m=M):
    """Share of uniformly deposited atoms that leave over the lower step."""
    hop, down = rates(temp, barrier)
    n_sites = m - 1
    dens = np.linalg.solve(generator(n_sites, hop, down), -np.ones(n_sites))
    return down * dens[-1] / n_sites


def crossing_numeric(barrier=E_ES, m=M, ratio=1.0):
    return brentq(lambda t: length_numeric(t, barrier, m, ratio) - m,
                  120.0, 1000.0, xtol=1e-8)


def crossing_formula(barrier=E_ES, m=M, ratio=1.0):
    return barrier / (KB * np.log((1 + m) / ratio))


# Length and descending share against the rate equations
temps = [200.0, 225.0, 250.0, 275.0, 300.0]
table = []
for t in temps:
    l_num, p_num = length_numeric(t, E_ES), share_numeric(t, E_ES)
    l_formula = np.exp(E_ES / (KB * t)) - 1
    assert abs(l_num / l_formula - 1) < 1e-6
    assert abs(p_num - M / (2 * (M + l_formula))) < 1e-8
    table.append((t, l_num, p_num))

# Zero barrier, cancellation of the terrace barrier, monotonic fall with T
l_zero, p_zero = length_numeric(250.0, 0.0), share_numeric(250.0, 0.0)
assert abs(l_zero) < 1e-6 and abs(p_zero - 0.5) < 1e-8
l_low = length_numeric(250.0, E_ES, e_diff=0.3)
l_high = length_numeric(250.0, E_ES, e_diff=0.6)
assert abs(l_low / l_high - 1) < 1e-6
scan = [length_numeric(t, E_ES) for t in np.linspace(150, 600, 46)]
assert np.all(np.diff(scan) < 0)

# Crossing temperature and its meaning
t_star = crossing_numeric()
assert abs(t_star - crossing_formula()) < 1e-3
assert abs(t_star - 250.0) < 5.0
p_star = share_numeric(t_star, E_ES)
assert abs(p_star / p_zero - 0.5) < 1e-6

# Two-dimensional terrace: descent probability from a single landing site
rows, width, r_small = 9, 5, 8.0
ring = np.roll(np.eye(width), 1, 0) + np.roll(np.eye(width), -1, 0)
ring -= 2 * np.eye(width)
mat2d = (np.kron(generator(rows, 1.0, 1 / r_small), np.eye(width))
         + np.kron(np.eye(rows), ring))
for row in range(1, rows + 1):
    src = np.zeros((rows, width))
    src[row - 1, 2] = 1.0
    dens2d = np.linalg.solve(mat2d, -src.ravel()).reshape(rows, width)
    p_site = dens2d[-1].sum() / r_small
    assert abs(p_site - row / (rows + r_small)) < 1e-10

# Robustness of the crossing temperature
cases = [("E_ES = 0.08 eV", dict(barrier=0.08)),
         ("E_ES = 0.12 eV", dict(barrier=0.12)),
         ("terrace of 50 spacings", dict(m=50)),
         ("terrace of 200 spacings", dict(m=200)),
         ("prefactor ratio terrace/step = 0.1", dict(ratio=0.1)),
         ("prefactor ratio terrace/step = 10", dict(ratio=10.0))]
shifted = []
for label, args in cases:
    t_case = crossing_numeric(**args)
    assert abs(t_case - crossing_formula(**args)) < 1e-3
    shifted.append((label, t_case))

# Common form of the length without the -1
t_simple = brentq(lambda t: np.exp(E_ES / (KB * t)) - M, 120.0, 1000.0)

print(f"Boltzmann constant: {KB:.4e} eV/K")
print(f"extra barrier E_ES: {E_ES:.2f} eV")
print(f"terrace length: {M} lattice spacings")
print(f"ln(1 + M): {np.log(1 + M):.3f}")
print(f"crossing temperature T*: {t_star:.1f} K")
print(f"thermal energy kT at T*: {KB * t_star:.5f} eV")
print(f"T* if the -1 in the length is dropped: {t_simple:.1f} K")
print(f"descending share without barrier: {p_zero:.3f}")
print(f"descending share at T*: {p_star:.3f}")
print("T (K) | E_ES/kT | length (spacings) | descending share")
for t, l_num, p_num in table:
    print(f"{t:.0f} | {E_ES / (KB * t):.3f} | {l_num:.1f} | {p_num:.3f}")
print("T* with one input changed:")
for label, t_case in shifted:
    print(f"  {label}: {t_case:.0f} K")
print(f"shift of T* per 0.01 eV of barrier: {0.01 * t_star / E_ES:.1f} K")
print("all tests passed")
```

Printed output:

```
Boltzmann constant: 8.6173e-05 eV/K
extra barrier E_ES: 0.10 eV
terrace length: 100 lattice spacings
ln(1 + M): 4.615
crossing temperature T*: 251.4 K
thermal energy kT at T*: 0.02167 eV
T* if the -1 in the length is dropped: 252.0 K
descending share without barrier: 0.500
descending share at T*: 0.250
T (K) | E_ES/kT | length (spacings) | descending share
200 | 5.802 | 330.0 | 0.116
225 | 5.158 | 172.7 | 0.183
250 | 4.642 | 102.7 | 0.247
275 | 4.220 | 67.0 | 0.299
300 | 3.868 | 46.9 | 0.340
T* with one input changed:
  E_ES = 0.08 eV: 201 K
  E_ES = 0.12 eV: 302 K
  terrace of 50 spacings: 295 K
  terrace of 200 spacings: 219 K
  prefactor ratio terrace/step = 0.1: 168 K
  prefactor ratio terrace/step = 10: 502 K
shift of T* per 0.01 eV of barrier: 25.1 K
all tests passed
```
